# Why Core Potentials Create Spurious Deep Donor Levels for Antimony in Silicon: test program

```python
# Result under test: the all-electron Sb-minus-Si core potential, put into a
# one-band effective-mass equation, gives deep levels that are not physical;
# a smooth pseudopotential difference can leave only the shallow donor level.
# Symbols: r radius, u = r * radial wave function, pot potential, l angular
# momentum, mass effective mass, eps permittivity, k_cut valley cutoff.
# Hartree atomic units inside; printed units are stated on each line.
import numpy as np
from numpy.polynomial import Polynomial
from scipy import constants as const
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq, minimize

EV = const.physical_constants['Hartree energy in eV'][0]
BOHR = const.physical_constants['Bohr radius'][0]
ALPHA = const.fine_structure

# Radial grid r = b (exp(x) - 1), uniform in x; jac = dr/dx.
b_grid, r_max, n_grid = 0.005, 600.0, 2000
step = np.log(r_max / b_grid + 1) / (n_grid + 1)
x_grid = step * np.arange(1, n_grid + 1)
r = b_grid * np.expm1(x_grid)
jac = b_grid * np.exp(x_grid)
dr = step * jac


def levels(pot, l, count, mass=1.0, npts=n_grid):
    """Lowest radial levels and normalized u(r), hard wall after npts."""
    j, rr = jac[:npts], r[:npts]
    diag = (1 / step**2 + 0.125) / (mass * j**2) + pot[:npts]
    diag = diag + l * (l + 1) / (2 * mass * rr**2)
    off = -0.5 / (mass * step**2 * j[:-1] * j[1:])
    e, y = eigh_tridiagonal(diag, off, select='i', select_range=(0, count - 1))
    return e, (y / np.sqrt(step * j[:, None])).T


def hartree(shell_density):
    inner = shell_density * dr
    outer = inner / r
    charge = np.cumsum(inner) - inner / 2
    return charge / r + outer.sum() - np.cumsum(outer) + outer / 2


def exchange(shell_density):
    return -np.cbrt(3 * shell_density / (4 * np.pi**2 * r**2))


def solve_atom(Z, shells):
    """Self-consistent exchange-only local-density atom."""
    pot = -(1 + (Z - 1) / (1 + 0.6 * Z**(1 / 3) * r)**2) / r
    for _ in range(200):
        density, band_sum, states = np.zeros(n_grid), 0.0, {}
        for l, occ in shells.items():
            e, u = levels(pot, l, len(occ))
            states[l] = (e, u)
            density += np.array(occ) @ u**2
            band_sum += np.dot(occ, e)
        new = -Z / r + hartree(density) + exchange(density)
        error = np.max(np.abs(r * (new - pot)))
        if error < 1e-5:
            break
        pot = pot + 0.3 * (new - pot)
    assert error < 1e-5
    kinetic = band_sum - np.sum(density * pot * dr)
    potential = np.sum(density * dr * (-Z / r + hartree(density) / 2
                                       + 0.75 * exchange(density)))
    return dict(Z=Z, pot=pot, states=states, virial=-potential / kinetic,
                occ=(shells[0][-1], shells[1][-1]))


def kerker(pot, l, energy, u, cut):
    """Norm-conserving nodeless state and its screened pseudopotential."""
    i = np.searchsorted(r, cut)
    rc, u = r[i], u * np.sign(u[i])
    near = slice(i - 5, i + 6)
    slope = CubicSpline(r[near], u[near])(rc, 1) / u[i]
    curvature = 2 * (pot[i] - energy) + l * (l + 1) / rc**2
    goal = np.array([np.log(u[i] / rc**(l + 1)), slope - (l + 1) / rc,
                     curvature - slope**2 + (l + 1) / rc**2])
    matrix = np.array([[rc**2, rc**3, rc**4],
                       [2 * rc, 3 * rc**2, 4 * rc**3],
                       [2, 6 * rc, 12 * rc**2]])
    rin, weight = r[:i + 1], dr[:i + 1].copy()
    weight[-1] /= 2
    charge = np.sum(weight * u[:i + 1]**2)

    def poly(d):
        c = np.linalg.solve(matrix, goal - np.array([d, 0, 0]))
        return Polynomial([d, 0, *c])

    def excess(d):
        trial = rin**(l + 1) * np.exp(poly(d)(rin))
        return np.log(np.sum(weight * trial**2) / charge)

    p = poly(brentq(excess, -20, 20))
    dp, ddp = p.deriv()(rin), p.deriv(2)(rin)
    smooth, u_smooth = pot.copy(), u.copy()
    smooth[:i + 1] = energy + (l + 1) * dp / rin + (ddp + dp**2) / 2
    u_smooth[:i + 1] = rin**(l + 1) * np.exp(p(rin))
    return smooth, u_smooth


def nodes(u):
    kept = u[np.abs(u) > 1e-3 * np.max(np.abs(u))]
    return int(np.sum(kept[1:] * kept[:-1] < 0))


def all_electron_ion(atom):
    val = sum(atom['occ'][l] * atom['states'][l][1][-1]**2 for l in (0, 1))
    return atom['pot'] - hartree(val) - exchange(val)


def pseudo_ion(atom, cut):
    made = []
    for l in (0, 1):
        e, u = atom['states'][l]
        made.append(kerker(atom['pot'], l, e[-1], u[-1], cut))
        e_new, u_new = levels(made[l][0], l, 1)
        assert abs(e_new[0] - e[-1]) < 2e-3 and nodes(u_new[0]) == 0
    val = sum(atom['occ'][l] * made[l][1]**2 for l in (0, 1))
    back = hartree(val) + exchange(val)
    return made[0][0] - back, made[1][0] - back, made[0][0]


def relativistic_shift(Z, energy, pot, u):
    """First-order mass-velocity plus Darwin shift of an s state."""
    slope0 = u[0] / r[0] / (1 - Z * r[0])
    mass_velocity = -ALPHA**2 / 2 * np.sum((energy - pot)**2 * u**2 * dr)
    return mass_velocity + ALPHA**2 * Z / 8 * slope0**2


# Radial solver and relativistic estimate against hydrogenic results.
e_test, _ = levels(-37 / r, 0, 2, mass=0.3)
assert np.allclose(e_test, [-0.3 * 37**2 / 2, -0.3 * 37**2 / 8], rtol=1e-3)
e_test, u_test = levels(-10 / r, 0, 1)
dirac = (np.sqrt(1 - (10 * ALPHA)**2) - 1) / ALPHA**2
assert abs(relativistic_shift(10, e_test[0], -10 / r, u_test[0])
           / (dirac + 50) - 1) < 0.05

sb = solve_atom(51, {0: [2] * 5, 1: [6, 6, 6, 3], 2: [10, 10]})
si = solve_atom(14, {0: [2] * 3, 1: [6, 2]})
for atom in (sb, si):
    assert abs(atom['virial'] - 2) < 2e-3

# Rough silicon parameters.
lattice_nm, eps, m_long, m_trans = 0.543, 11.7, 0.92, 0.19
a_lat = lattice_nm * 1e-9 / BOHR
k_fermi = (3 * np.pi**2 * 32 / a_lat**3)**(1 / 3)
k_tf = np.sqrt(4 * k_fermi / np.pi)
q_s = k_tf * np.sqrt(eps / (eps - 1))
k_cut = (4 * np.pi**2 / a_lat**3)**(1 / 3)
k_valley = 0.85 * 2 * np.pi / a_lat
gauss_x, gauss_w = np.polynomial.legendre.leggauss(60)


def anisotropic_level(ml, mt):
    """Variational Coulomb donor with an ellipsoidal exponential."""
    def energy(logs):
        a, b = np.exp(logs)
        mean = np.sum(gauss_w / np.sqrt(a**2 * (1 - gauss_x**2)
                                        + b**2 * gauss_x**2)) / 2
        return (2 / (mt * a**2) + 1 / (ml * b**2)) / 6 - mean / eps
    return minimize(lambda t: 1e3 * energy(t), np.log([45.0, 30.0]),
                    method='Nelder-Mead',
                    options=dict(xatol=1e-7, fatol=1e-9)).fun / 1e3


assert abs(anisotropic_level(0.3, 0.3) / (-0.15 / eps**2) - 1) < 1e-5
e_coulomb = anisotropic_level(m_long, m_trans)
mass = -2 * eps**2 * e_coulomb
mass_mean = 3 / (1 / m_long + 2 / m_trans)

near = r < 40
rn = r[near]
kernel = (np.exp(-q_s * np.abs(rn[:, None] - rn))
          - np.exp(-q_s * (rn[:, None] + rn))) / (2 * q_s)


def screen_short(w):
    """Screen a localized r*potential with the model dielectric function."""
    out = w.copy()
    out[near] -= k_tf**2 * (kernel @ (w[near] * dr[near]))
    return out


r_point = -1 / eps - (1 - 1 / eps) * np.exp(-q_s * r)


def screened(difference):
    return (r_point + screen_short(r * difference + 1)) / r


# Screening in real space against division by eps(q) in Fourier space.
diff_ae = all_electron_ion(sb) - all_electron_ion(si)
w_ae = r * diff_ae + 1
w_ae[~near] = 0
q_test = 0.7
sine = np.sin(q_test * r) * dr
eps_q = 1 + 1 / (1 / (eps - 1) + q_test**2 / k_tf**2)
assert abs(np.sum(sine * screen_short(w_ae)) / np.sum(sine * w_ae)
           * eps_q - 1) < 5e-3

U_ae = screened(diff_ae)
cut_main = 2.2
ion_sb, ion_si = pseudo_ion(sb, cut_main), pseudo_ion(si, cut_main)
U_ps = screened(ion_sb[0] - ion_si[0])
U_ps_p = screened(ion_sb[1] - ion_si[1])
nodes_sb = nodes(sb['states'][0][1][-1])
assert nodes_sb == 4

# Same valence levels in a hard sphere after four core states are removed.
wall = np.searchsorted(r, 12.0)
box_ae = levels(sb['pot'], 0, 6, npts=wall)[0][4:]
box_ps = levels(ion_sb[2], 0, 2, npts=wall)[0]
assert np.max(np.abs(box_ae - box_ps)) < 0.02


def band_limited(U, k_max, box=300.0):
    """Lowest level when the envelope holds only k < k_max."""
    k = np.arange(1, int(k_max * box / np.pi) + 1) * np.pi / box
    inside = r < box
    basis = np.sin(np.outer(k, r[inside])) * np.sqrt(2 / box * dr[inside])
    return np.linalg.eigvalsh(np.diag(k**2 / (2 * mass))
                              + (basis * U[inside]) @ basis.T)[0]


e_ae, u_ae = levels(U_ae, 0, 6, mass)
e_ae_p = levels(U_ae, 1, 1, mass)[0][0]
e_ps = levels(U_ps, 0, 1, mass)[0][0]
e_ps_p = levels(U_ps_p, 0, 1, mass)[0][0]
e_heavy = levels(U_ae, 0, 1, 2 * mass)[0][0]
k_rms = np.sqrt(2 * mass * (e_ae[0] - np.sum(u_ae[0]**2 * U_ae * dr)))
lim_ae, lim_ps = band_limited(U_ae, k_cut), band_limited(U_ps, k_cut)
assert e_ae[0] * EV < -100
assert -0.1 < e_ps * EV < -0.015
assert e_heavy / e_ae[0] > 1.2
assert k_rms > 3 * k_cut
assert e_ae[0] / lim_ae > 10
assert abs(lim_ps / e_ps - 1) < 0.25

# Bound states of the short-range part against the Bargmann bound.
bound = {}
for name, U in (('all-electron', U_ae), ('pseudo', U_ps)):
    short = U + 1 / (eps * r)
    integral = 2 * mass * np.sum(r * np.maximum(-short, 0) * dr)
    number = int(np.sum(levels(short, 0, 8, mass)[0] < -1e-6))
    assert number <= integral
    bound[name] = (number, integral)
assert bound['pseudo'][0] == 0 and bound['all-electron'][0] >= 1

cut_scan = {}
for cut in (2.0, 2.4):
    U_cut = screened(pseudo_ion(sb, cut)[0] - pseudo_ion(si, cut)[0])
    cut_scan[cut] = levels(U_cut, 0, 1, mass)[0][0]

# Symmetric six-valley combination, Bloch overlaps set to one.
valley = (1 + np.sinc(2 * k_valley * r / np.pi)
          + 4 * np.sinc(np.sqrt(2) * k_valley * r / np.pi))
multi = {}
for name, U in (('all-electron', U_ae), ('pseudo', U_ps),
                ('point charge', r_point / r)):
    multi[name] = (levels(U * valley, 0, 1, mass)[0][0],
                   band_limited(U * valley, k_cut))

# One-dimensional crystal with cores, solved in full as a control.
spacing, h, cells = 7.0, 0.05, 40
depth_tail, width_tail = 0.01, 30.0


def sech2(z):
    return 1 / np.cosh(np.minimum(np.abs(z), 40))**2


def crystal(z):
    return -sum(sech2(z - n * spacing) for n in range(-cells - 4, cells + 5))


def bloch_level(theta):
    n = round(spacing / h)
    z = h * np.arange(n)
    H = np.diag(1 / h**2 + crystal(z)).astype(complex)
    H += np.diag(np.full(n - 1, -0.5 / h**2), 1)
    H += np.diag(np.full(n - 1, -0.5 / h**2), -1)
    H[0, -1] += -0.5 / h**2 * np.exp(-1j * theta)
    H[-1, 0] += -0.5 / h**2 * np.exp(1j * theta)
    return np.linalg.eigvalsh(H)[1]


edge = bloch_level(np.pi)
m_chain = (0.1 / spacing)**2 / (2 * (bloch_level(np.pi - 0.1) - edge))
assert abs(m_chain / (1 - 2 / spacing)**2 - 1) < 0.03
half = round(cells * spacing / h)
z = h * np.arange(-half + 1, half)
tail = -depth_tail * sech2(z / width_tail)
hop = np.full(z.size - 1, -0.5 / h**2)
full = eigh_tridiagonal(1 / h**2 + crystal(z) - 2 * sech2(z) + tail, hop,
                        eigvals_only=True, select='v',
                        select_range=(-5, edge)) - edge
raw = eigh_tridiagonal(1 / (m_chain * h**2) - 2 * sech2(z) + tail,
                       hop / m_chain, eigvals_only=True, select='i',
                       select_range=(0, 1))
donor = full[full > -0.1][0]
order = (np.sqrt(1 + 8 * m_chain * depth_tail * width_tail**2) - 1) / 2
donor_smooth = -order**2 / (2 * m_chain * width_tail**2)
gap_to_true = np.min(np.abs(full - raw[0]))
assert gap_to_true > 0.2
assert abs(donor_smooth / donor - 1) < 0.05

shift_sb = relativistic_shift(51, sb['states'][0][0][-1], sb['pot'],
                              sb['states'][0][1][-1])
shift_si = relativistic_shift(14, si['states'][0][0][-1], si['pot'],
                              si['states'][0][1][-1])

print(f"lattice constant (rough): {lattice_nm} nm = {a_lat:.3f} bohr")
print(f"permittivity {eps}; masses (rough): {m_long}, {m_trans} m_e")
print(f"isotropic mass matched to Coulomb donor: {mass:.4f} m_e")
print(f"anisotropic Coulomb donor level: {e_coulomb*EV*1e3:.2f} meV")
print(f"level with mean inverse mass {mass_mean:.4f} m_e: "
      f"{-mass_mean/(2*eps**2)*EV*1e3:.2f} meV")
print(f"k_TF, q_s, k_cut, k_valley: {k_tf:.3f}, {q_s:.3f}, {k_cut:.3f}, "
      f"{k_valley:.3f} 1/bohr")
print(f"virial ratios Sb, Si: {sb['virial']:.5f}, {si['virial']:.5f}")
print("true Sb s levels 1s-5s: "
      + ", ".join(f"{e:.3f}" for e in sb['states'][0][0]) + " hartree")
print(f"Si 3s level: {si['states'][0][0][-1]:.4f} hartree")
print(f"radial nodes of Sb 5s: all-electron {nodes_sb}, pseudo "
      f"{nodes(levels(ion_sb[2], 0, 1)[1][0])}")
print("Sb in 12-bohr sphere, s levels 5-6: "
      + ", ".join(f"{e:.4f}" for e in box_ae) + " hartree")
print("same sphere, pseudo s levels 1-2: "
      + ", ".join(f"{e:.4f}" for e in box_ps) + " hartree")
print(f"r times all-electron difference at smallest r: "
      f"{r[0]*diff_ae[0]:.2f} hartree bohr")
for radius in (0.1, 0.5, 1.0, 2.0, 4.0):
    i = np.searchsorted(r, radius)
    print(f"screened U at {radius} bohr: all-electron {U_ae[i]:.3f}, "
          f"pseudo {U_ps[i]:.3f} hartree")
print(f"unscreened scale -m*Z^2/2, Z=37: {-mass*37**2/2*EV:.0f} eV")
print("all-electron envelope s levels 1-4: "
      + ", ".join(f"{e*EV:.4f}" for e in e_ae[:4]) + " eV")
print(f"all-electron envelope lowest p level: {e_ae_p*EV:.4f} eV")
print(f"lowest all-electron level, doubled mass: {e_heavy*EV:.1f} eV")
print(f"rms wave vector of deepest state: {k_rms:.2f} 1/bohr")
print(f"all-electron level with k < k_cut: {lim_ae*EV*1e3:.2f} meV")
print(f"pseudo envelope level: {e_ps*EV*1e3:.2f} meV = {e_ps:.6f} hartree")
print(f"pseudo level with k < k_cut: {lim_ps*EV*1e3:.2f} meV")
for name, (number, integral) in bound.items():
    print(f"short-range {name}: {number} s states, Bargmann bound "
          f"{integral:.3f}")
print(f"pseudo core radius used: {cut_main} bohr")
for cut, e in cut_scan.items():
    print(f"pseudo level, core radius {cut} bohr: {e*EV*1e3:.2f} meV")
print(f"pseudo level using p-channel difference: {e_ps_p*EV*1e3:.2f} meV")
for name, (e, limited) in multi.items():
    print(f"six-valley {name}: {e*EV:.4f} eV; with k < k_cut "
          f"{limited*EV:.4f} eV")
print(f"relativistic shift Sb 5s, Si 3s: {shift_sb*EV:.3f}, "
      f"{shift_si*EV:.3f} eV")
print(f"thermal energy at 300 K: {const.k*300/const.e*1e3:.2f} meV")
print(f"model crystal: spacing {spacing} bohr, mass {m_chain:.4f} m_e, "
      f"formula {(1-2/spacing)**2:.4f}")
print(f"model tail: depth {depth_tail} hartree, width {width_tail} bohr")
print(f"model full deepest level: {full[0]:.4f} hartree from band edge")
print(f"model host core levels near: {np.median(full):.4f} hartree")
print(f"model raw-difference levels: {raw[0]:.4f}, {raw[1]:.5f} hartree")
print(f"distance of deep raw level to any true level: "
      f"{gap_to_true:.4f} hartree")
print(f"model donor: full {donor:.6f}, core difference dropped "
      f"{donor_smooth:.6f} hartree")
print("finished without a failed check")
```

Output:

```
lattice constant (rough): 0.543 nm = 10.261 bohr
permittivity 11.7; masses (rough): 0.92, 0.19 m_e
isotropic mass matched to Coulomb donor: 0.2979 m_e
anisotropic Coulomb donor level: -29.61 meV
level with mean inverse mass 0.2583 m_e: -25.68 meV
k_TF, q_s, k_cut, k_valley: 1.104, 1.154, 0.332, 0.520 1/bohr
virial ratios Sb, Si: 2.00000, 2.00000
true Sb s levels 1s-5s: -1070.728, -159.096, -31.034, -4.995, -0.405 hartree
Si 3s level: -0.3591 hartree
radial nodes of Sb 5s: all-electron 4, pseudo 0
Sb in 12-bohr sphere, s levels 5-6: -0.4046, 0.0116 hartree
same sphere, pseudo s levels 1-2: -0.4046, 0.0113 hartree
r times all-electron difference at smallest r: -36.99 hartree bohr
screened U at 0.1 bohr: all-electron -221.468, pseudo 1.794 hartree
screened U at 0.5 bohr: all-electron -11.246, pseudo 1.291 hartree
screened U at 1.0 bohr: all-electron -1.104, pseudo 0.578 hartree
screened U at 2.0 bohr: all-electron 0.121, pseudo -0.253 hartree
screened U at 4.0 bohr: all-electron -0.010, pseudo -0.029 hartree
unscreened scale -m*Z^2/2, Z=37: -5548 eV
all-electron envelope s levels 1-4: -1867.9879, -0.0290, -0.0073, -0.0017 eV
all-electron envelope lowest p level: -0.0074 eV
lowest all-electron level, doubled mass: -6460.6 eV
rms wave vector of deepest state: 9.38 1/bohr
all-electron level with k < k_cut: -31.46 meV
pseudo envelope level: -30.67 meV = -0.001127 hartree
pseudo level with k < k_cut: -30.41 meV
short-range all-electron: 1 s states, Bargmann bound 5.301
short-range pseudo: 0 s states, Bargmann bound 0.272
pseudo core radius used: 2.2 bohr
pseudo level, core radius 2.0 bohr: -30.74 meV
pseudo level, core radius 2.4 bohr: -30.68 meV
pseudo level using p-channel difference: -30.68 meV
six-valley all-electron: -165778.6831 eV; with k < k_cut -0.5145 eV
six-valley pseudo: -0.0415 eV; with k < k_cut -0.0314 eV
six-valley point charge: -31.1258 eV; with k < k_cut -0.0430 eV
relativistic shift Sb 5s, Si 3s: -1.584, -0.086 eV
thermal energy at 300 K: 25.85 meV
model crystal: spacing 7.0 bohr, mass 0.5104 m_e, formula 0.5102
model tail: depth 0.01 hartree, width 30.0 bohr
model full deepest level: -2.0102 hartree from band edge
model host core levels near: -0.5010 hartree
model raw-difference levels: -1.0170, -0.00792 hartree
distance of deep raw level to any true level: 0.5022 hartree
model donor: full -0.007099, core difference dropped -0.007200 hartree
finished without a failed check
```
